**Barrier tilting and the waiting time of a hopping ion**

For a singly charged ion, the program tests \(E=(2k_BT/ea)\ln(t_r/t_w)\), where \(a\) is the hop length, \(T\) the temperature, \(t_r\) the retention time and \(t_w\) the writing time. It asserts that a sawtooth barrier measured on a grid gives the writing time at this field, and that the required field is the same for three attempt frequencies. It also asserts that two smooth barriers stay above the linear estimate at four fields, and that the closed form for the sine-squared barrier agrees with the grid. Transition-state integrals test the effect of a changing prefactor, and survival probabilities from a master equation test the mean waiting times for one and two exits. The output gives 39.29 MV/cm for the linear tilt, 40.00 MV/cm for two open exits and 49.21 MV/cm for the sine-squared barrier with a fixed prefactor. The last value uses a model attempt frequency of \(10^{13}\ \text{s}^{-1}\). At 10 MV/cm the linear model gives a waiting time of 5.53 h.

## Verification by program

```python
"""Field needed to shorten an ion's waiting time by barrier tilting alone.

Result under test: E = 2 kT ln(t_keep/t_write) / (e a), for a singly charged
ion, hop length a, saddle halfway, fixed attempt frequency and fixed T.
For smooth symmetric barriers with fixed prefactor this E is a lower bound.
Energies are in eV, lengths in nm, times in s. A force F in eV/nm on charge e
corresponds to a field of 10 F in MV/cm. U is the zero-field barrier.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

hop = 0.5
temperature = 300.0
attempt = 1.0e13
t_keep = 10 * const.Julian_year
t_write = 1.0e-8
kT = const.k * temperature / const.e
ratio = t_keep / t_write
log_ratio = np.log(ratio)
force = 2 * kT * log_ratio / hop
field = 10 * force
U = kT * np.log(attempt * t_keep)
remaining = U - force * hop / 2

# Grid from -hop to hop/2, with 20000 intervals per hop length.
per_hop = 20000
x = np.linspace(-hop, hop / 2, 3 * per_hop // 2 + 1)
step = x[1] - x[0]
site = per_hop
middle = len(x) - 1


def sawtooth(height):
    return height * 2 * np.abs((x + hop / 2) % hop - hop / 2) / hop


def sine_squared(height):
    return height * np.sin(np.pi * x / hop)**2


def sine_fourth(height):
    return height * np.sin(np.pi * x / hop)**4


def tilted_extrema(potential, pull):
    """Tilted energy and the grid indices of its well and forward saddle."""
    energy = potential - pull * x
    split = site + int(np.argmax(np.diff(energy[site:])))
    well = site + int(np.argmin(energy[site:split + 1]))
    saddle = split + int(np.argmax(energy[split:middle + 1]))
    return energy, well, saddle


def grid_barrier(potential, pull):
    energy, well, saddle = tilted_extrema(potential, pull)
    return energy[saddle] - energy[well]


def log_tst_rate(potential, pull):
    """Log of the transition-state rate, without the constant thermal speed."""
    energy, well, saddle = tilted_extrema(potential, pull)
    part = energy[saddle - per_hop:saddle + 1] - energy[well]
    weight = np.exp(-part / kT)
    integral = step * (weight.sum() - 0.5 * (weight[0] + weight[-1]))
    return -(energy[saddle] - energy[well]) / kT - np.log(integral)


def sine_barrier(pull):
    g = pull * hop / (np.pi * U)
    return U * (np.sqrt(1 - g*g) + g * np.arcsin(g)) - pull * hop / 2


# Waiting time at the predicted field, from the barrier found on the grid.
saw = sawtooth(U)
time_at_field = np.exp(grid_barrier(saw, force) / kT) / attempt
assert abs(time_at_field / t_write - 1) < 1e-6
assert remaining > 5 * kT

# The required field must not depend on the attempt frequency or on U.
for nu in (1e12, 1e13, 1e14):
    height = kT * np.log(nu * t_keep)
    shape = sawtooth(height)
    target = kT * np.log(nu * t_write)
    root = brentq(lambda f: grid_barrier(shape, f) - target,
                  0.0, 0.999 * 2 * height / hop)
    assert abs(root / force - 1) < 1e-6

# Linear lowering is a bound for smooth symmetric barriers.
for shape in (sine_squared(U), sine_fourth(U)):
    for pull in (1.0, 2.0, 3.0, force):
        assert grid_barrier(shape, pull) > U - pull * hop / 2 + 1e-4

# Closed form for the sine-squared barrier against the grid.
sine = sine_squared(U)
for pull in (0.5, 2.0, force, 5.0):
    assert abs(grid_barrier(sine, pull) - sine_barrier(pull)) < 1e-6
force_sine = brentq(lambda f: sine_barrier(f) - kT*np.log(attempt*t_write),
                    0.1, 0.99 * np.pi * U / hop)
gamma_sine = force_sine * hop / (np.pi * U)
assert force_sine > force

# Required fields when the prefactor is computed instead of held fixed.


def tst_force(potential, upper):
    start = log_tst_rate(potential, 0.0)
    return brentq(lambda f: log_tst_rate(potential, f) - start - log_ratio,
                  1.0, upper, xtol=1e-7)


force_saw_tst = tst_force(saw, 0.98 * 2 * U / hop)
force_sine_tst = tst_force(sine, 0.9 * np.pi * U / hop)
assert abs(force_saw_tst / force - 1) < 0.04
assert abs(force_sine_tst / force_sine - 1) < 0.015
# Sawtooth integral: exponential gain times a change of well width.
slope = 2 * U / hop
gain = log_tst_rate(saw, force) - log_tst_rate(saw, 0.0)
expected = force * hop / (2*kT) + np.log(1 - (force / slope)**2)
assert abs(gain - expected) < 1e-3

# Mean waiting times from survival probabilities of a master equation.


def mean_wait(forward, backward):
    generator = np.zeros((3, 3))
    generator[:, 1] = [backward, -(forward + backward), forward]
    return quad(lambda t: expm(generator * t)[1, 1], 0, 60)[0]


tilt = 1.5
assert abs(mean_wait(np.exp(tilt), 0.0) - np.exp(-tilt)) < 1e-7
both = mean_wait(np.exp(tilt), np.exp(-tilt))
assert abs(both - 1 / (2 * np.cosh(tilt))) < 1e-7
force_two = 2 * kT * np.arccosh(ratio) / hop

# A smaller chosen field.
small_field = 10.0
small_gain = np.exp(0.1 * small_field * hop / (2 * kT))
small_time = t_keep / small_gain
grid_time = np.exp(grid_barrier(saw, 0.1 * small_field) / kT) / attempt
assert abs(grid_time / small_time - 1) < 1e-6

au_field = const.physical_constants["atomic unit of electric field"][0]
assert 38.5 < field < 39.5

print(f"hop length: {hop:.1f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.6f} eV")
print(f"retention time, ten years: {t_keep:.5e} s")
print(f"writing time: {t_write:.1e} s")
print(f"time ratio: {ratio:.5e}")
print(f"natural log of time ratio: {log_ratio:.4f}")
print(f"required barrier lowering: {force * hop / 2:.4f} eV")
print(f"energy drop over full hop: {force * hop:.4f} eV")
print(f"required field, linear tilt: {field:.2f} MV/cm")
print(f"same field: {field * 1e8 / au_field:.5f} atomic units")
print(f"model attempt frequency: {attempt:.1e} 1/s")
print(f"zero-field barrier: {U:.4f} eV")
print(f"remaining barrier at required field: {remaining:.4f} eV")
print(f"remaining barrier over kT: {remaining / kT:.2f}")
print(f"waiting time from grid barrier: {time_at_field:.4e} s")
print(f"sine-squared barrier at linear-tilt field: "
      f"{sine_barrier(force):.4f} eV")
print(f"waiting time there, sine-squared: "
      f"{np.exp(sine_barrier(force) / kT) / attempt:.3e} s")
print(f"required field, sine-squared: {10 * force_sine:.2f} MV/cm")
print(f"gamma at that field: {gamma_sine:.4f}")
print(f"required field, sine-squared, computed prefactor: "
      f"{10 * force_sine_tst:.2f} MV/cm")
print(f"required field, sawtooth, computed prefactor: "
      f"{10 * force_saw_tst:.2f} MV/cm")
print(f"required field, two open exits: {10 * force_two:.2f} MV/cm")
print(f"smaller chosen field: {small_field:.1f} MV/cm")
print(f"acceleration at smaller field: {small_gain:.4e}")
print(f"waiting time at smaller field: {small_time:.4e} s")
print(f"same waiting time: {small_time / const.hour:.2f} h")
print("finished without a failed check")
```

Output:

```
hop length: 0.5 nm
temperature: 300 K
thermal energy kT: 0.025852 eV
retention time, ten years: 3.15576e+08 s
writing time: 1.0e-08 s
time ratio: 3.15576e+16
natural log of time ratio: 37.9906
required barrier lowering: 0.9821 eV
energy drop over full hop: 1.9643 eV
required field, linear tilt: 39.29 MV/cm
same field: 0.00764 atomic units
model attempt frequency: 1.0e+13 1/s
zero-field barrier: 1.2798 eV
remaining barrier at required field: 0.2976 eV
remaining barrier over kT: 11.51
waiting time from grid barrier: 1.0000e-08 s
sine-squared barrier at linear-tilt field: 0.4537 eV
waiting time there, sine-squared: 4.178e-06 s
required field, sine-squared: 49.21 MV/cm
gamma at that field: 0.6120
required field, sine-squared, computed prefactor: 49.44 MV/cm
required field, sawtooth, computed prefactor: 40.28 MV/cm
required field, two open exits: 40.00 MV/cm
smaller chosen field: 10.0 MV/cm
acceleration at smaller field: 1.5842e+04
waiting time at smaller field: 1.9920e+04 s
same waiting time: 5.53 h
finished without a failed check
```
